# Transition pressure between hafnia polymorphs from the common tangent: a program that tests the result

```python
"""
Result under test: at zero temperature the transition pressure Pt between two
polymorphs A and B equals minus the slope of the common tangent to E_A(V), E_B(V).

Symbols: E energy (eV per formula unit), V volume (A^3 per formula unit),
P pressure (GPa), H(P) = min over V of E + P V (eV per formula unit),
E0, V0, B0: energy, volume and bulk modulus at the minimum of a curve.
Model curves: Birch-Murnaghan with pressure derivative of the bulk modulus 4.
The parameters are round model values, not data for a material.
C is a third polymorph that may or may not interrupt the A-B transition.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.optimize import brentq, fsolve, minimize, minimize_scalar

GPA = elementary_charge * 1e30 / 1e9      # GPa in one eV/A^3

A = (0.00, 35.0, 200.0)                   # E0 (eV), V0 (A^3), B0 (GPa)
B = (0.08, 33.0, 250.0)
C = (0.07, 34.0, 220.0)


def energy(phase, V):
    E0, V0, B0 = phase
    return E0 + 9 * V0 * B0 / (8 * GPA) * ((V0 / V) ** (2 / 3) - 1) ** 2


def pressure(phase, V):
    _, V0, B0 = phase
    return 1.5 * B0 * ((V0 / V) ** (7 / 3) - (V0 / V) ** (5 / 3))


def enthalpy(phase, P):
    """Direct numerical minimization; uses no derivative of the energy."""
    V0 = phase[1]
    found = minimize_scalar(lambda V: energy(phase, V) + P * V / GPA,
                            bounds=(0.8 * V0, 1.08 * V0), method="bounded",
                            options={"xatol": 1e-9})
    return found.fun


def volume_at(phase, P):
    V0 = phase[1]
    return brentq(lambda V: pressure(phase, V) - P, 0.8 * V0, 1.08 * V0)


def hull_jumps(phases):
    """Lower convex hull of sampled energies; returns edges joining two phases
    as (index at small V, index at large V, -slope in GPa, small V, large V)."""
    grid = np.linspace(27.0, 36.0, 20001)
    table = np.array([energy(p, grid) for p in phases])
    label = table.argmin(axis=0).tolist()
    low = table.min(axis=0).tolist()
    vol = grid.tolist()
    hull = []
    for k in range(len(vol)):
        while len(hull) > 1:
            i, j = hull[-2], hull[-1]
            turn = ((vol[j] - vol[i]) * (low[k] - low[i])
                    - (low[j] - low[i]) * (vol[k] - vol[i]))
            if turn > 0:
                break
            hull.pop()
        hull.append(k)
    return [(label[i], label[j], -GPA * (low[j] - low[i]) / (vol[j] - vol[i]),
             vol[i], vol[j])
            for i, j in zip(hull[:-1], hull[1:]) if label[i] != label[j]]


# Pressure formula and convexity, checked from the energy by differences
for phase in (A, B, C):
    V = np.linspace(0.82, 1.05, 47) * phase[1]
    h = 1e-3
    slope = (energy(phase, V + h) - energy(phase, V - h)) / (2 * h)
    assert np.allclose(-GPA * slope, pressure(phase, V), atol=1e-4)
    bend = energy(phase, V + h) - 2 * energy(phase, V) + energy(phase, V - h)
    assert np.all(bend > 0)

# Enthalpy slope equals volume; order of volumes over the pressure range
pressures = np.linspace(-5.0, 30.0, 36)
for P in pressures:
    for phase in (A, B, C):
        dH = (enthalpy(phase, P + 0.1) - enthalpy(phase, P - 0.1)) / 0.2
        assert abs(GPA * dH - volume_at(phase, P)) < 1e-4
    assert volume_at(B, P) < volume_at(C, P) < volume_at(A, P)

# Road 1: equality of numerically minimized enthalpies
Pt = brentq(lambda P: enthalpy(B, P) - enthalpy(A, P), 0.0, 20.0, xtol=1e-11)


# Road 2: common-tangent equations
def tangent_equations(volumes):
    VA, VB = volumes
    chord = GPA * (energy(B, VB) - energy(A, VA)) / (VB - VA)
    return [pressure(A, VA) + chord, pressure(B, VB) + chord]


(VA, VB), _, status, _ = fsolve(tangent_equations, [34.0, 32.0],
                                full_output=True, xtol=1e-12)
EA, EB = energy(A, VA), energy(B, VB)
slope_AB = (EB - EA) / (VB - VA)
P_tangent = -GPA * slope_AB
assert max(abs(r) for r in tangent_equations((VA, VB))) < 1e-8
assert abs(P_tangent - Pt) < 1e-7
intercept = EA - slope_AB * VA
assert abs(intercept - enthalpy(A, Pt)) < 1e-9

# Road 3: convex hull, with no derivatives and no enthalpies
jumps = hull_jumps([A, B])
assert len(jumps) == 1 and jumps[0][:2] == (1, 0)
P_hull = jumps[0][2]
assert abs(P_hull - Pt) < 1e-5
assert abs(jumps[0][3] - VB) < 1e-3 and abs(jumps[0][4] - VA) < 1e-3


# Road 4: least energy of an A + B mixture at fixed mean volume
def mixture_energy(mean_volume):
    def total(v):
        va, vb = v
        if not vb < mean_volume < va:
            return 1.0
        share_B = (va - mean_volume) / (va - vb)
        return (1 - share_B) * energy(A, va) + share_B * energy(B, vb)
    start = [[34.5, 31.5], [34.7, 31.5], [34.5, 31.7]]
    best = minimize(total, start[0], method="Nelder-Mead",
                    options={"initial_simplex": start, "xatol": 1e-8,
                             "fatol": 1e-14, "maxiter": 2000})
    return best.fun


mean_volumes = (32.6, 33.0, 33.4)
mixed = [mixture_energy(v) for v in mean_volumes]
for v, E_mix in zip(mean_volumes, mixed):
    assert abs(E_mix - (EA + slope_AB * (v - VA))) < 1e-9
    assert E_mix < min(energy(A, v), energy(B, v))
P_mix = -GPA * (mixed[2] - mixed[0]) / (mean_volumes[2] - mean_volumes[0])
assert abs(P_mix - Pt) < 1e-5

# One crossing only, with the denser phase stable above it
for P in pressures:
    assert (enthalpy(B, P) < enthalpy(A, P)) == (P > Pt)


# Estimates from the minima of the curves
def quadratic_enthalpy(phase, P):
    E0, V0, B0 = phase
    return E0 + (P * V0 - P ** 2 * V0 / (2 * B0)) / GPA


for phase in (A, B):
    rest = [enthalpy(phase, P) - quadratic_enthalpy(phase, P) for P in (2.0, 1.0)]
    assert abs(rest[0] / rest[1] - 8) < 0.3     # remainder is of third order
P_minima = -GPA * (B[0] - A[0]) / (B[1] - A[1])
P_quadratic = brentq(lambda P: quadratic_enthalpy(B, P) - quadratic_enthalpy(A, P),
                     0.0, 20.0)
assert abs(P_quadratic - Pt) < abs(P_minima - Pt)

# Third polymorph: height above the line, and the effect of lowering C
fine = np.linspace(30.0, 36.0, 60001)
height_C = np.min(energy(C, fine) - (EA + slope_AB * (fine - VA)))
gap_C = enthalpy(C, Pt) - enthalpy(A, Pt)
assert gap_C > 0 and abs(height_C - gap_C) < 1e-8
for P in pressures:
    assert enthalpy(C, P) > min(enthalpy(A, P), enthalpy(B, P))
assert [j[:2] for j in hull_jumps([A, B, C])] == [(1, 0)]
not_enough = (C[0] - 0.9 * gap_C,) + C[1:]
enough = (C[0] - 1.1 * gap_C,) + C[1:]
assert [j[:2] for j in hull_jumps([A, B, not_enough])] == [(1, 0)]
assert [j[:2] for j in hull_jumps([A, B, enough])] == [(1, 2), (2, 0)]

C_low = (0.03,) + C[1:]
low_jumps = hull_jumps([A, B, C_low])
assert [j[:2] for j in low_jumps] == [(1, 2), (2, 0)]
P_CB, P_AC = low_jumps[0][2], low_jumps[1][2]
assert P_AC < Pt < P_CB
for first, second, P_found in ((A, C_low, P_AC), (C_low, B, P_CB)):
    P_check = brentq(lambda P: enthalpy(second, P) - enthalpy(first, P), 0.0, 20.0)
    assert abs(P_check - P_found) < 1e-4

print(f"1 eV/A^3 = {GPA:.4f} GPa")
for name, phase in (("A", A), ("B", B), ("C", C)):
    print(f"{name}: E0 = {phase[0]:.2f} eV, V0 = {phase[1]:.1f} A^3, "
          f"B0 = {phase[2]:.0f} GPa")
print(f"touching volume on A: {VA:.4f} A^3")
print(f"touching volume on B: {VB:.4f} A^3")
print(f"energy of A at its touching point: {EA:.6f} eV")
print(f"energy of B at its touching point: {EB:.6f} eV")
print(f"energy difference B - A: {EB - EA:.6f} eV")
print(f"volume difference B - A: {VB - VA:.4f} A^3")
print(f"slope of common tangent: {slope_AB:.6f} eV/A^3")
print(f"intercept of tangent at V = 0: {intercept:.6f} eV")
print(f"enthalpy of A at Pt: {enthalpy(A, Pt):.6f} eV")
print(f"enthalpy of B at Pt: {enthalpy(B, Pt):.6f} eV")
print(f"Pt from equal enthalpies: {Pt:.4f} GPa")
print(f"Pt from tangent equations: {P_tangent:.4f} GPa")
print(f"Pt from convex hull: {P_hull:.4f} GPa")
print(f"Pt from mixture energies: {P_mix:.4f} GPa")
for P in (0.0, 5.0, 10.0):
    print(f"H_B - H_A at {P:.0f} GPa: "
          f"{1000 * (enthalpy(B, P) - enthalpy(A, P)):.2f} meV")
print(f"mean volume of mixture: {mean_volumes[1]:.1f} A^3")
print(f"share of B in mixture: {(VA - mean_volumes[1]) / (VA - VB):.4f}")
print(f"energy of mixture: {mixed[1]:.6f} eV")
print(f"energy of pure A at that volume: {energy(A, mean_volumes[1]):.6f} eV")
print(f"energy of pure B at that volume: {energy(B, mean_volumes[1]):.6f} eV")
print(f"estimate from line through minima: {P_minima:.4f} GPa")
print(f"estimate with quadratic term: {P_quadratic:.4f} GPa")
print(f"least height of C above tangent: {1000 * height_C:.2f} meV")
print(f"H_C - H_A at Pt: {1000 * gap_C:.2f} meV")
print(f"E0 of C at which it reaches the tangent: {C[0] - gap_C:.4f} eV")
print(f"lowered C: E0 = {C_low[0]:.2f} eV")
print(f"A to lowered C: {P_AC:.3f} GPa")
print(f"lowered C to B: {P_CB:.3f} GPa")
print(f"pressure range tested: {pressures[0]:.0f} to {pressures[-1]:.0f} GPa")
print("all good")
```

Printed output:

```
1 eV/A^3 = 160.2177 GPa
A: E0 = 0.00 eV, V0 = 35.0 A^3, B0 = 200 GPa
B: E0 = 0.08 eV, V0 = 33.0 A^3, B0 = 250 GPa
C: E0 = 0.07 eV, V0 = 34.0 A^3, B0 = 220 GPa
touching volume on A: 33.8901 A^3
touching volume on B: 32.1499 A^3
energy of A at its touching point: 0.023180 eV
energy of B at its touching point: 0.097845 eV
energy difference B - A: 0.074665 eV
volume difference B - A: -1.7402 A^3
slope of common tangent: -0.042906 eV/A^3
intercept of tangent at V = 0: 1.477276 eV
enthalpy of A at Pt: 1.477276 eV
enthalpy of B at Pt: 1.477276 eV
Pt from equal enthalpies: 6.8743 GPa
Pt from tangent equations: 6.8743 GPa
Pt from convex hull: 6.8743 GPa
Pt from mixture energies: 6.8743 GPa
H_B - H_A at 0 GPa: 80.00 meV
H_B - H_A at 5 GPa: 20.73 meV
H_B - H_A at 10 GPa: -32.97 meV
mean volume of mixture: 33.0 A^3
share of B in mixture: 0.5115
energy of mixture: 0.061370 eV
energy of pure A at that volume: 0.078669 eV
energy of pure B at that volume: 0.080000 eV
estimate from line through minima: 6.4087 GPa
estimate with quadratic term: 6.9241 GPa
least height of C above tangent: 29.85 meV
H_C - H_A at Pt: 29.85 meV
E0 of C at which it reaches the tangent: 0.0402 eV
lowered C: E0 = 0.03 eV
A to lowered C: 5.050 GPa
lowered C to B: 8.796 GPa
pressure range tested: -5 to 30 GPa
all good
```
